Ground energy of a triangular well: WKB phase condition and Airy zero

**Problem**

An electron of effective mass m is pressed against an impenetrable wall at z = 0 by a constant force F > 0:

V(z) = Fz for z > 0, ψ(0) = 0.

Find the ground energy from the WKB phase condition for one hard wall and one soft turning point, then from the exact solution. What are the sign and size of the WKB error, do they depend on m and F, and does the error matter for an electron in an InGaAs channel under a gate oxide? Atomic units (ħ = 1) are used in the algebra.

**First estimate: scaling and WKB**

Confinement to a length L costs a kinetic energy of order 1/(2mL²) and a potential energy of order FL. They are equal at L = ℓ, where

2mFℓ³ = 1, ℓ = (2mF)^(−1/3).

The energy scale is therefore

Fℓ = (F²/2m)^(1/3).

Scaling leaves a pure number undetermined. Put z = ℓx and E = Fℓe in −ψ''/(2m) + Fzψ = Eψ. Since 1/(2mℓ²) = Fℓ, division by Fℓ gives

ψ'' = (x − e)ψ.

The local wave number is √(e − x), and the turning point is x = e. The phase between wall and turning point is

Φ = ∫₀ᵉ √(e − x) dx = (2/3)e^(3/2).

A wave that decays beyond a soft turning point has the form sin(phase measured from that point + π/4) on the allowed side; the π/4 is derived below. It must vanish at the wall, so Φ + π/4 = nπ, or

Φ = (n − 1/4)π, n = 1, 2, ...

For n = 1, e^(3/2) = (3/2)(3π/4) = 9π/8, hence

e_WKB = (9π/8)^(2/3) = 2.320251.

The constant 1/4 belongs to this pair of boundaries. With two soft turning points, the sine forms started from the two ends agree if Φ + π/2 = nπ; with two hard walls, Φ = nπ. Used here for n = 1, these conditions would give energies 24.3 percent too low and 20.2 percent too high, relative to the exact energy found next.

**Exact solution**

With y = x − e the equation becomes w''(y) = yw. A solution is

Ai(y) = (1/2π) ∫ exp[i(t³/3 + yt)] dt,

taken along a line Im t = η > 0, where the integrand decays at both ends. Indeed,

Ai'' − y Ai = −(1/2π) ∫ (t² + y) exp[i(t³/3 + yt)] dt = (i/2π) ∫ (d/dt) exp[i(t³/3 + yt)] dt = 0.

For y > 0, choose t = τ + i√y. The exponent becomes iτ³/3 − √y τ² − (2/3)y^(3/2), so Ai decays. A second independent solution cannot decay as well, because the Wronskian of the two is a nonzero constant. Thus ψ = Ai(x − e), up to normalization, and the wall requires Ai(−e) = 0. If aₙ is the nth zero of Ai(−x), then

Eₙ = aₙ (F²/2m)^(1/3).

To locate a₁, let f(x) = Ai(−x), so that f'' = −xf. Write f = Σ cₖxᵏ. Equating powers gives c₂ = 0 and

cₖ₊₃ = −cₖ/[(k + 3)(k + 2)].

The starting values follow by turning the half-line t > 0 to t = r exp(iπ/6), where it³ = −r³:

c₀ = Ai(0) = (1/π) cos(π/6) ∫₀^∞ exp(−r³/3) dr = 3^(−2/3) Γ(1/3) sin(π/3)/π = 3^(−2/3)/Γ(2/3),

c₁ = −Ai'(0) = (1/π) sin(π/3) ∫₀^∞ r exp(−r³/3) dr = 3^(−1/3)/Γ(1/3).

The integrals use v = r³/3, and the last forms use Γ(1/3)Γ(2/3) = π/sin(π/3). Summing the series gives

f(2.338) = 7.532 × 10⁻⁵, f(2.339) = −6.259 × 10⁻⁴.

There is a zero between them, at 2.338107. The argument below shows that it is the first.

**Comparison**

The WKB error relative to the exact energy is

1 − e_WKB/a₁ = 1 − 2.320251/2.338107 = 0.00764.

WKB therefore underestimates the ground energy by 0.76 percent, or about 0.8 percent. Both energies carry the same factor (F²/2m)^(1/3), so this percentage depends on neither m nor F.

*The phase π/4.* On the real axis, Ai(−x) = (1/π) ∫₀^∞ cos(t³/3 − xt) dt. For large x the main contribution comes from t = √x, where the phase is stationary. Its value there is −s, with

s = (2/3)x^(3/2),

and its second derivative is 2√x. The Gaussian integral about this point gives

Ai(−x) ≈ (1/π) √(π/√x) cos(s − π/4) = π^(−1/2) x^(−1/4) sin(s + π/4).

This is the form used in the phase condition. What remains is its error at finite s.

*An equation for the error.* Let u = x^(1/4) f(x), with s as the independent variable. Since ds/dx = x^(1/2),

du/ds = x^(−1/4) f' + (1/4)x^(−5/4) f.

On differentiating again, the two terms in f' cancel:

d²u/ds² = x^(−1/2)[x^(−1/4) f'' − (5/16)x^(−9/4) f] = −[1 + 5/(16x³)]u.

Because x³ = 9s²/4,

d²u/ds² + [1 + q(s)]u = 0, q(s) = 5/(36s²).

Without q the solutions would be pure sines in s. Define an angle θ by u = R sin θ, du/ds = R cos θ. Then

dθ/ds = [(du/ds)² − u d²u/ds²]/R² = 1 + q sin²θ.

Near s = 0, u is proportional to s^(1/6), so (du/ds)/u = 1/(6s) tends to infinity and θ starts from 0. It increases steadily and equals nπ at the nth zero, where s = sₙ.

*Fixing the level count.* The difference θ − s increases from 0 to a finite limit δ, because q is integrable at large s. The asymptotic sine shows that δ equals π/4 plus some multiple of π. To find which, first show that a₁ > 1. Let W = f' cos x + f sin x. Then W' = (1 − x) f cos x, which is not negative while f > 0 and x ≤ 1, and W(0) = f'(0) > 0. At a first zero a₁ ≤ 1 one would have f' ≤ 0 and hence W ≤ 0, a contradiction. So a₁ > 1 and s₁ > 2/3. At s₁ the difference is π − s₁, and beyond it the growth is less than ∫q ds = 5/(36s₁). Therefore

0 < δ < π − 2/3 + 5/24 < 5π/4,

which leaves δ = π/4.

*The sign.* From sₙ to infinity, θ − s grows from nπ − sₙ to π/4. Hence

sₙ = (n − 1/4)π + Jₙ, Jₙ = ∫ q sin²θ ds from sₙ to ∞, 0 < Jₙ < 5/(36sₙ).

The exact phase exceeds the WKB phase for every n. Since energy grows as s^(2/3), WKB underestimates every level of this well. Followed inward from large s, θ falls faster than s, so the node is met at a larger s than the pure sine predicts. Also s₂ > 7π/4, whereas the zero found above has s = 2.383447; it is therefore the first.

*The size.* Write sin²θ = 1/2 − (1/2)cos 2θ. The constant half contributes 5/(72sₙ) to Jₙ. The oscillating half is smaller at large sₙ: after one integration by parts its boundary term contains sin 2θ, which vanishes at the node, and the rest is of order sₙ⁻³. With E proportional to s^(2/3), the leading relative error is

(2/3)Jₙ/sₙ ≈ 5/[108(n − 1/4)²π²].

For n = 1 this gives 0.834 percent, against the true 0.764 percent. The exact phase shift s₁ − 3π/4 is 0.02725 rad, and direct quadrature of J₁ gives the same value to these digits. WKB works this well for a ground state because q is only about 0.024 at the wall and falls with distance from the turning point, while the turning region itself is accounted for by π/4. The errors for n = 2 and 3 are 0.150 and 0.062 percent.

**An InGaAs channel**

Take rough typical values for an inverted channel somewhat above threshold: m = 0.043 electron masses and a surface field of 0.1 MV/cm, so F = 0.001 eV/Å. With ħ²/(2mₑ) = 3.80998 eV Å²,

Fℓ = [3.80998 × (0.001)²/0.043]^(1/3) = 0.04458 eV,

E₁ = 2.3381 × 0.04458 = 0.1042 eV, E_WKB = 2.3203 × 0.04458 = 0.1034 eV.

The difference is 0.0008 eV. The turning point lies at E₁/F = 104.2 Å. The virial theorem gives 2⟨T⟩ = F⟨z⟩, so E₁ = (3/2)F⟨z⟩ and the mean distance from the wall is 69.5 Å (6.95 nm).

For the oxide values used below, the hard wall is the assumption that a real stack breaks most strongly among the effects estimated here. For a rough oxide barrier of 2.3 eV and oxide mass 0.2, the wave decays in the oxide at the rate κ = √[0.2(2.3 − 0.104)/3.81] = 0.34 Å⁻¹. Continuity of ψ and ψ'/m gives ψ(0) = λψ'(0), with λ = 0.2/(0.043κ) ≈ 14 Å. To first order the wall retreats by λ and the energy falls by Fλ ≈ 0.014 eV. Solving the boundary condition gives a fall of 0.0128 eV, or 12.3 percent of E₁ (14.1 percent of the finite-barrier energy). This figure depends on poorly known oxide parameters: for oxide masses from 0.1 to 0.5 and barriers from 2.3 to 3.5 eV it ranges from about 7 to 17 percent, and with the channel mass used in the barrier it is 6.0 percent.

Three other shifts, each taken separately at fixed surface field, are also downward:

- Screening by 3 × 10¹¹ electrons per cm², all placed in the ground level and treated in mean field with relative permittivity 13.9: 6.4 percent.
- Nonparabolicity, with kinetic energy ε obeying ε(1 + ε/E_g) = k²/(2m) and E_g = 0.74 eV: 2.6 percent when both energies are computed by WKB. Expanding the phase integral gives the leading fraction E/(5E_g), about 2.8 percent.
- Acceptor charge at 2 × 10¹⁶ cm⁻³: 0.7 percent, similar to the WKB error.

The list is not complete. Exchange and correlation among the same electrons lower the level by roughly a further 6 to 7 percent, as much as the mean-field screening. The image force at an oxide of relative permittivity 9, with the gate metal ignored, raises it by about 1 percent.

The sum of these estimates need not equal the combined shift exactly, since each effect changes the wave function on which the others act. At larger fields the leading penetration fraction, λ/(a₁ℓ), grows as F^(1/3) at fixed κ, and the leading nonparabolic fraction, E/(5E_g), grows as F^(2/3). The WKB percentage for the ideal hard-wall well stays fixed.

At 300 K, kT = 0.0259 eV against a first level spacing of 0.0780 eV, and the unscreened hard-wall ladder puts 93.3 percent of the electrons in the ground subband. These electrons screen 39 percent of the surface field; with their mean field and the acceptor charge included self-consistently, the spacing falls to about 0.059 eV and the share to about 86 percent. Tunnelling is negligible for the level position in these estimates: a flat 40 Å oxide gives a factor of 1.6 × 10⁻¹², and a two-band estimate of interband tunnelling in a uniform field has exponent 53.1. The surface field is half a rough bulk breakdown value of 0.2 MV/cm, but that value describes avalanche over a long high-field path and does not bound this confining field: the whole band bending here is about 0.7 eV, roughly one band gap. The Γ valley is taken as isotropic.

For these parameters, replacing WKB by the Airy zero removes an error of 0.8 percent, while the hard wall alone costs about 12 percent for the assumed oxide mass and barrier. A better device energy therefore calls first for a finite barrier and a self-consistent potential. The numerical output lists the inputs and shifts.

Computed results

```
Ai(-2.338) from series: 7.532e-05
Ai(-2.339) from series: -6.259e-04
First Airy zero a_1: 2.338107
WKB value replacing a_1: 2.320251
WKB underestimate, n=1: 0.764 %
WKB underestimate, n=2: 0.150 %
WKB underestimate, n=3: 0.062 %
Leading error estimate, n=1: 0.834 %
WKB phase 3pi/4: 2.356194 rad
Phase at exact zero: 2.383447 rad
Phase remainder by quadrature: 0.027253 rad
Error with two soft turning points: -24.3 %
Error with two hard walls: 20.2 %
hbar^2/(2 m_e): 3.80998 eV angstrom^2
Input effective mass: 0.043 m_e
Input surface field: 0.1 MV/cm
Force F: 0.001 eV/angstrom
Length scale: 44.581 angstrom
Energy scale: 0.044581 eV
Exact ground energy: 0.104236 eV
WKB ground energy: 0.103440 eV
WKB minus exact: -0.000796 eV
Finite-difference ground energy: 0.104235 eV
Turning point: 104.2 angstrom
Mean distance from wall: 69.5 angstrom
Mean distance converted: 6.95 nm
Input band gap: 0.74 eV
Input oxide barrier: 2.3 eV
Input oxide mass: 0.2 m_e
Input oxide thickness: 40 angstrom
Input relative permittivity: 13.9
Input electron density: 3.0e+11 cm^-2
Input acceptor density: 2.0e+16 cm^-3
Input temperature: 300 K
Input rough bulk breakdown field: 0.2 MV/cm
Oxide penetration shift: -0.01285 eV
Oxide penetration shift / exact energy: -12.3 %
Electron screening shift: -0.00668 eV
Electron screening shift / exact energy: -6.4 %
Acceptor charge shift: -0.00075 eV
Acceptor charge shift / exact energy: -0.7 %
Nonparabolicity shift: -0.00266 eV
Nonparabolicity shift / exact energy: -2.6 %
Estimated total band bending: 0.74 eV
Thermal energy kT: 0.0259 eV
Second minus first level: 0.0780 eV
Fermi level minus first level: -0.0049 eV
Ground-subband electron share: 93.3 %
Oxide tunnelling factor: 1.6e-12
Rough leakage level width: 2.3e-14 eV
Interband tunnelling exponent: 53.1
Field / rough bulk breakdown: 0.5
```
